# Why rotating a molecule changes its grid-based DFT energy

## A molecule that prefers an orientation

A water molecule is turned rigidly in empty space and its Kohn–Sham energy is recomputed. In one orientation the energy lies 69.2 µEh above a well-converged reference, in another 32.6 µEh below it. Nothing physical distinguishes the two. The gradient shares the fault: in a generic orientation it contains a torque on an isolated molecule, typically several hundred µEh per radian.

The calculation uses the local density approximation (Slater exchange, VWN correlation), the 6-31G basis, O–H distances of 1.81 bohr and an angle of 104.5°. Each atom carries 40 radial shells, placed by a Gauss–Chebyshev rule of the second kind in \(x\) with \(r=(1+x)/(1-x)\) bohr. Each shell carries the same 110-point Lebedev rule with axes fixed in the laboratory. The reference uses 974 points per shell. The subject here is the dependence of the energy on orientation, not its absolute value. The formulas below are general, but the numbers belong to these settings. Doubling the radial shells moves the 110-point energy errors at individual orientations by up to about 1 µEh and their rms by about 2%. Atomic-size adjustment of the Becke cells roughly halves the rms. The cc-pVTZ basis raises the rms by about 30% and reverses the sign of the error at the four orientations tabulated below. Hartree atomic units are used throughout.

The cause lies in the exchange-correlation energy \(E_{xc}\), the one term here evaluated by quadrature. The others are analytic integrals over Gaussian shells. A rotation maps each complete shell onto itself, so those terms do not change when nuclei and density turn together.

## The whole grid reduces to one function on a sphere

Let \(e(\mathbf r)\) be the exchange-correlation energy per unit volume of the unrotated molecule, with nuclei at \(\mathbf R_A\). Space is divided among the atoms by Becke cell functions \(p_A(\mathbf r)\), which add to one at every point and depend only on distances. Here all atoms have equal size in the cell construction. Shell \(k\) has radius \(r_k\) and radial weight \(\Delta r_k\); the angular rule has directions \(\Omega_i\) and weights \(w_i\) with \(\sum_i w_i=4\pi\).

Define

\[
G(\Omega)=\sum_A\sum_k r_k^2\,\Delta r_k\;p_A(\mathbf R_A+r_k\Omega)\,e(\mathbf R_A+r_k\Omega).
\]

Now rotate the molecule by \(R\). Nucleus \(A\) moves to \(R\mathbf R_A\), and the density and cell functions turn with it, so their new values at \(\mathbf r\) are the old values at \(R^{-1}\mathbf r\). The grid point \(R\mathbf R_A+r_k\Omega_i\) thus samples the old functions at \(\mathbf R_A+r_kR^{-1}\Omega_i\). Because all shells share one rule, the sums over atoms and shells can be done first:

\[
E_{xc}(R)=\sum_i w_i\,G(R^{-1}\Omega_i).
\]

Turning the molecule one way is equivalent to turning the angular rule the other way. Expand \(G\) in real orthonormal spherical harmonics, \(G=\sum_{lm}G_{lm}Y_{lm}\), and let \(D^l(R)\) be the real orthogonal matrix defined by

\[
Y_{lm}(R^{-1}\Omega)=\sum_{m'}D^l_{m'm}(R)\,Y_{lm'}(\Omega).
\]

With the moments of the rule, \(q_{lm}=\sum_i w_iY_{lm}(\Omega_i)\), substitution gives

\[
E_{xc}(R)=\sum_l q_l^{T}D^l(R)\,G_l ,
\]

where \(q_l\) and \(G_l\) are vectors with \(2l+1\) components.

For \(l=0\), \(Y_{00}=1/\sqrt{4\pi}\) gives \(q_{00}=\sqrt{4\pi}\). The term \(\sqrt{4\pi}\,G_{00}=\int G\,d\Omega\) is the angularly converged energy on the same radial shells. A rule of degree \(L\) integrates all harmonics up to \(L\) exactly, and their integrals vanish for \(l\ge1\). Hence \(q_l=0\) for \(1\le l\le L\), and the error at fixed density is

\[
\varepsilon(R)=\sum_{l>L}q_l^{T}D^l(R)\,G_l. \tag{1}
\]

The radial error in \(G_{00}\) is the same for every orientation. Radial errors can also alter the other \(G_{lm}\), but without angular error they produce no orientation dependence.

## What the octahedral symmetry lets through

A Lebedev rule is mapped onto itself by the 48 operations of the full octahedral group: permutations of the Cartesian axes combined with sign changes. For such an operation \(g\), replacing every \(\Omega_i\) by \(g^{-1}\Omega_i\) merely reorders points of equal weight. The moments are unchanged, so

\[
D^l(g)^Tq_l=q_l .
\]

Since \(D^l(g)^T=D^l(g^{-1})\) and \(g^{-1}\) is also in the group, \(D^l(g)q_l=q_l\) for every \(g\). Averaging over the group gives \(P_lq_l=q_l\), with

\[
P_l=\frac1{48}\sum_gD^l(g).
\]

This matrix is the orthogonal projector onto octahedral invariants. It is symmetric, so \(q_l^TD^lG_l=q_l^TP_lD^lG_l\). The rule detects an unresolved harmonic only through its invariant part.

Inversion multiplies degree \(l\) by \((-1)^l\), which removes odd \(l\). The invariants of even degree can be counted. A polynomial unchanged by all sign changes depends on \(x^2,y^2,z^2\); if it is also unchanged by permutations, it is a polynomial in three elementary symmetric functions of these squares, of degrees 2, 4 and 6 in the coordinates. The generating function for invariant polynomials is therefore \(1/[(1-t^2)(1-t^4)(1-t^6)]\). A homogeneous polynomial of degree \(l\) splits into a harmonic one and \(x^2+y^2+z^2\) times one of degree \(l-2\). Subtracting the second kind multiplies the function by \(1-t^2\):

\[
\sum_l n_lt^l=\frac1{(1-t^4)(1-t^6)} .
\]

Here \(n_l\) is the number of ways to write \(l=4a+6b\) with non-negative integers. For \(l=18\) these are \((a,b)=(0,3)\) and \((3,1)\), so two of 37 dimensions are visible to the rule.

The symmetry also gives \(\varepsilon(gR)=\varepsilon(R)\) for proper rotations \(g\) of the group. A quarter turn about a grid axis changed the computed water energy by only \(3\times10^{-8}\) µEh. Repeating a calculation after such a turn therefore says nothing about the grid error.

For a linear molecule with axis \(\mathbf u\) and an axially symmetric density, \(G\) contains only \(m=0\) in a body frame whose \(z\) axis lies along the molecule. The addition theorem gives \(D^l_{m0}=\sqrt{4\pi/(2l+1)}\,Y_{lm}(\mathbf u)\), and (1) becomes

\[
\varepsilon(\mathbf u)=\sum_{l>L}\sqrt{\frac{4\pi}{2l+1}}\;G_{l0}\sum_mq_{lm}Y_{lm}(\mathbf u).
\]

The error is then a pattern on the sphere with octahedral symmetry, and there is no torque about the molecular axis. A spherical atom has \(G_l=0\) for \(l>0\) and no orientation error.

## How large the energy error is

Let \(\langle\ \rangle\) denote an average over uniformly distributed rotations. The average \(\langle D^l\rangle G_l\) is a vector that no rotation changes. For \(l\ge1\) the only such vector is zero, so \(\langle\varepsilon\rangle=0\).

For the variance, consider \(M=\langle D^lG_lG_l^TD^{lT}\rangle\). This symmetric matrix commutes with all rotations, so each of its eigenspaces is mapped onto itself by them. The harmonics of one degree contain no smaller rotation-invariant subspace; hence \(M\) has a single eigenvalue. Its trace is \(|G_l|^2\), so \(M=|G_l|^2\,\mathbf 1/(2l+1)\). The corresponding average between different degrees vanishes, because no nonzero matrix that commutes with rotations connects them. Therefore

\[
\langle\varepsilon^2\rangle=\sum_{l>L}\sigma_l^2,\qquad
\sigma_l=\frac{|q_l|\,|G_l|}{\sqrt{2l+1}}. \tag{2}
\]

To evaluate this for water, \(G\) was computed from the 974-point density on a product grid of 72 Gauss–Legendre polar nodes and 144 azimuths, then projected onto harmonics up to \(l=70\). The 110-point rule has \(L=17\). Its leading bands are:

| \(l\) | \(\lvert q_l\rvert\) | \(\lvert G_l\rvert\) (µEh) | \(\sigma_l\) (µEh) |
|---|---|---|---|
| 18 | 6.365 | 35.41 | 37.06 |
| 20 | 4.786 | 15.19 | 11.36 |
| 22 | 2.056 | 8.20 | 2.51 |
| 24 | 2.505 | 3.53 | 1.26 |

The first row is \(6.3654\times35.41/\sqrt{37}=37.06\) µEh, with one more digit of \(|q_{18}|\) than the table shows. The squares add to \(1373.4+129.0+6.3+1.6=1510.3\), whose root is 38.86 µEh; the remaining bands bring the total to 38.87 µEh, or 102 J/mol. The first unresolved band supplies 91% of the variance. The later bands are weaker mainly because \(|G_l|\) falls tenfold between \(l=18\) and 24. For this rule \(|q_l|\) is also smaller at 24 than at 18, though it does not fall steadily.

An average over 1000 random rotations, with harmonics up to \(l=40\), gave an rms error of 39.5 µEh. Its mean was \(2.5\pm1.2\) µEh, two standard errors from the expected zero.

## Why self-consistency hardly changes the result

Formula (1) holds for a fixed density that turns with the molecule, whereas a real calculation reoptimizes the orbitals. Let \(x\) denote allowed orbital changes in the molecular frame, with \(x=0\) at the minimum of the angularly converged energy \(E_0\). To second order in the grid error,

\[
E(x;R)=E_0+\tfrac12x^THx+\varepsilon(R)+x^Tb(R),
\]

where \(H\) is the positive orbital Hessian and \(b\) the orbital derivative of the grid error. Setting the derivative with respect to \(x\) to zero gives \(x=-H^{-1}b\), and substitution gives

\[
E(R)=E_0+\varepsilon(R)-\tfrac12b^TH^{-1}b .
\]

The first-order shift is \(\varepsilon(R)\) itself. The correction can become large if \(H\) has a small eigenvalue, as near an orbital instability, and the argument fails if rotation leads the iterations to a different electronic state.

In the starting orientation the twofold axis of water lies along grid \(z\) and the molecule in the \(xz\) plane. With \(R=R_z(\alpha)R_y(\beta)R_z(\gamma)\), SCF calculations gave these shifts from the 974-point energy:

| \(\alpha,\beta,\gamma\) (degrees) | SCF (µEh) | Formula (1) (µEh) |
|---|---|---|
| 0, 0, 0 | 69.20 | 69.21 |
| 20, 35, 50 | 32.04 | 32.02 |
| 45, 55, 0 | −32.63 | −32.62 |
| 70, 20, 10 | −19.71 | −19.70 |

The four energies span 101.8 µEh. With these settings the alignment that looks most natural has the largest error of the four. This is not a rule: with cc-pVTZ the four shifts are about −11, −46, 13 and 27 µEh, and the same alignment has the smallest error in magnitude. The differences between columns are at most 0.014 µEh. Direct quadrature at fixed density already differs from the truncated harmonic formula by up to 0.013 µEh, so these numbers do not resolve the second-order lowering. Comparing the SCF energy with the energy of the fixed reference density on the same 110-point grid isolates it: the lowering is 0.004 to 0.009 µEh at these four orientations.

## The torque is larger than the energy error suggests

Define

\[
\mathbf T=\sum_A\mathbf R_A\times\frac{\partial E}{\partial\mathbf R_A}.
\]

Forces are minus gradients, so the torque on the nuclei is \(-\mathbf T\). A small rotation by \(\theta\) about the unit vector \(\mathbf n\) moves nucleus \(A\) by \(\theta\,\mathbf n\times\mathbf R_A\), hence

\[
\frac{dE}{d\theta}=\sum_A(\mathbf n\times\mathbf R_A)\cdot\frac{\partial E}{\partial\mathbf R_A}=\mathbf n\cdot\mathbf T .
\]

This requires the complete derivative of the computed energy: grid points move with their atoms, and the cell weights are differentiated. Such a gradient is said to include grid response. The points follow translations of the molecule but not its rotations. The net force therefore vanishes, while the torque does not.

To find its size, let \(A_k\) be the antisymmetric generator of rotations about laboratory axis \(k\) within degree \(l\). Differentiating (1) gives \(T_k=\sum_lq_l^TA_kD^lG_l\). The average \(M\) found above then yields, for each degree,

\[
\langle T_k^2\rangle_l=\frac{|G_l|^2}{2l+1}\,q_l^TA_kA_k^Tq_l .
\]

Since \(A_k^T=-A_k\) and \(\sum_kA_k^2=-l(l+1)\mathbf 1\), summing over the axes gives

\[
\langle|\mathbf T|^2\rangle=\sum_{l>L}l(l+1)\,\sigma_l^2. \tag{3}
\]

An error pattern of degree \(l\) changes sign over angles of order \(1/l\), so small ripples have steep sides. Every contributing \(l\) is at least \(L+1\), so the rms torque is at least \(\sqrt{(L+1)(L+2)}\) times the rms energy error. For \(L=17\) this factor is \(\sqrt{342}=18.5\); the computed ratio is 18.7.

| Points | \(L\) | rms energy (µEh) | rms torque (µEh/rad) |
|---|---|---|---|
| 110 | 17 | 38.87 | 727 |
| 194 | 23 | 3.65 | 92.8 |
| 302 | 29 | 0.77 | 23.8 |

From 110 to 302 points the energy error falls by a factor of 50, but the torque by only 31, because the surviving harmonics have higher degree. The 302-point row is sensitive to the radial grid: with 80 shells its rms energy error is about a quarter smaller on a sample of 15 orientations, so the two factors themselves are not converged. An energy that looks converged therefore does not guarantee an equally small torque.

## Two gradients, two different torques

A simpler gradient omits grid response: it holds points and weights fixed in space while the basis functions move. Let \(\mathbf r_p\) and \(W_p\) be the points and full weights of the molecular grid, and \(v=de/d\rho\) the local exchange-correlation potential. Shifting the density by \(\mathbf d\) replaces \(\rho(\mathbf r)\) by \(\rho(\mathbf r-\mathbf d)\), whose derivative at \(\mathbf d=0\) is \(-\nabla\rho\). Rotating it gives \(d\rho/d\theta=-(\mathbf n\times\mathbf r)\cdot\nabla\rho=-\mathbf n\cdot(\mathbf r\times\nabla\rho)\). With \(\mathbf g_A\) the frozen-grid gradient on atom \(A\),

\[
\sum_A\mathbf g_A=-\sum_pW_pv\nabla\rho,\qquad
\sum_A\mathbf R_A\times\mathbf g_A=-\sum_pW_pv\,\mathbf r_p\times\nabla\rho .
\]

The analytic energy terms cancel from both sums. Moving the centres does not by itself turn the \(p\) functions, but the orbital change that turns them costs no energy to first order at self-consistency.

As exact integrals both right-hand sides vanish: \(v\nabla\rho=\nabla e\) and \(\mathbf r\times\nabla e=-\nabla\times(e\,\mathbf r)\), which leave only surface terms where \(e\) has decayed. As finite sums they need not vanish. The formulas are for a local functional; gradient corrections add terms.

At angles (20°, 35°, 50°), with oxygen at the origin, the 110-point results in µEh/rad are:

| Source | \(T_x\) | \(T_y\) | \(T_z\) |
|---|---|---|---|
| Gradient with grid response | 23.4 | −236.2 | 162.9 |
| Finite difference of SCF energies | 23.3 | −236.1 | 162.8 |
| Derivative of (1) | 23.0 | −236.6 | 162.9 |
| Gradient with frozen grid | −74.9 | 25.2 | 54.4 |

The finite differences used rotations of ±0.004 rad. The first three rows describe the slope of the computed energy; the fourth does not. Its norm is smaller, 96 against 288 µEh/rad, but that does not make it the better gradient. It comes with a net gradient of 506 µEh/bohr, whereas grid response leaves none at the printed precision. About 27 µEh/bohr of frozen-grid net gradient remains with 974 points on the same 40 shells, so angular refinement alone does not remove it. The components in the table are specific to the settings: 80 shells move the slope of the energy by up to about 5 µEh/rad, and cc-pVTZ gives about (541, −1, −719) µEh/rad. Because of that net gradient, the frozen-grid torque also depends on the chosen origin.

In molecular dynamics, forces with grid response conserve the computed total energy when the time step is small, but angular momentum changes at the rate \(-\mathbf T\). Frozen-grid forces differ from the slope of the energy. If \(\Delta\mathbf g_A\) is the true gradient minus the one used, the total energy changes at the rate \(\sum_A\Delta\mathbf g_A\cdot\dot{\mathbf R}_A\), even for exact time integration.

## What to do about it

**Measure it.** Compute the energy in several generic orientations not related by octahedral operations. The scatter gives a rough estimate of the rms error in (2). A gradient with grid response can reveal the orientation dependence from a single calculation, because \(\mathbf T\) is the slope of the error. Its magnitude does not measure the energy error at that orientation: it is zero wherever the error has a maximum or minimum. It is also zero by symmetry when the twofold axis and mirror planes of water coincide with those of the grid, as in the starting orientation above, where the energy error is large. The test therefore needs a generic orientation too.

**Refine the angular rule before averaging.** The mean over random orientations tends, to first order, to the angularly converged energy, but its error falls only as \(1/\sqrt N\). To reach the 194-point rms error with 110-point calculations takes \((38.87/3.65)^2\approx113\) orientations. The finer rule needs only \(194/110\approx1.8\) times as many points.

**Include grid response when gradients matter.** It removes the net force and makes the gradient agree with the energy. It does not remove the torque. An optimizer working in Cartesian coordinates may therefore turn the molecule towards an orientation that the grid favours.

**Treat a body-fixed grid as a convention.** If the grid axes turn with the molecule, the energy no longer depends on orientation, but the error keeps the value \(\varepsilon(R_0)\) set by the chosen alignment \(R_0\). Axes defined from the nuclei, such as principal axes, also turn when the geometry changes, and a complete gradient must include that turning. The axes become ambiguous when principal moments coincide.

**Check pruned grids by groups of shells.** Pruning gives some shells a smaller rule. Equation (1) then becomes a sum over groups \(s\), each with its own \(q_l^s\), \(G_l^s\) and degree \(L_s\). Errors begin above the lowest \(L_s\), however fine the largest rule is. Their size depends on how much of \(G_l\) comes from the coarsely sampled shells, so the name of the largest rule alone does not fix the orientation error.
